# Diffuse Fuchs–Sondheimer conductivity at one tenth of the free path: verification in Python

```python
# Result under test: in-plane conductivity of a film with fully diffuse walls,
#   F(kappa) = 1 - 3/(8 kappa) + 3/(2 kappa) * [E3(kappa) - E5(kappa)],
# and its thin-film expansion
#   F = (3 kappa/4)(L + 1 - gamma) + kappa^2/2
#       - (kappa^3/16)(L + 31/12 - gamma) - kappa^4/120 + ...
# kappa: thickness / bulk free path;  L = ln(1/kappa);  gamma: Euler's constant
# En: exponential integrals;  mu: direction cosine to the film normal
# F: film conductivity / bulk conductivity (single free path, relaxation time)
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 120  # the closed form cancels strongly for very thin films


def exponential_integrals(kappa):
    x = mp.mpf(kappa)
    values = {1: mp.e1(x)}
    for n in range(1, 5):
        values[n + 1] = (mp.exp(-x) - x * values[n]) / n
    return values


def ratio_closed(kappa):
    x = mp.mpf(kappa)
    e = exponential_integrals(x)
    return 1 - 3 / (8 * x) + 3 / (2 * x) * (e[3] - e[5])


def expansion_terms(kappa):
    x = mp.mpf(kappa)
    log_term = -mp.log(x)
    return [3 * x / 4 * log_term,
            3 * x / 4 * (1 - mp.euler),
            x**2 / 2,
            -x**3 / 16 * (log_term + mp.mpf(31) / 12 - mp.euler)]


def thickness_average(y):
    # mean over the film of 1 - exp(-s/mu), with y = kappa/mu
    return 1 + np.expm1(-y) / y


def ratio_gauss(kappa, nodes):
    x, w = np.polynomial.legendre.leggauss(nodes)
    mu, w = (x + 1) / 2, w / 2
    return float(np.sum(w * 1.5 * (1 - mu**2) * thickness_average(kappa / mu)))


def ratio_boltzmann(kappa, nodes=200, steps=2000):
    # finite differences for mu dg/dz + g = 1, g = 0 at the wall just left
    x, w = np.polynomial.legendre.leggauss(nodes)
    mu, w = (x + 1) / 2, w / 2
    h = kappa / steps
    g = np.zeros(nodes)
    total = np.zeros(nodes)
    for _ in range(steps):
        g_next = ((mu / h - 0.5) * g + 1) / (mu / h + 0.5)
        total += 0.5 * h * (g + g_next)
        g = g_next
    return float(np.sum(w * 1.5 * (1 - mu**2) * total / kappa))


def random_flights(kappa, carriers=1000000, flights=4, seed=7):
    # velocity-displacement correlation, lengths in units of the free path
    rng = np.random.default_rng(seed)
    z = kappa * rng.random(carriers)
    mu = 2 * rng.random(carriers) - 1
    ux = np.sqrt(1 - mu**2) * np.cos(2 * np.pi * rng.random(carriers))
    ux_start = ux.copy()
    first = np.zeros(carriers)
    later = np.zeros(carriers)
    for k in range(flights):
        to_wall = np.where(mu > 0, kappa - z, z) / np.abs(mu)
        free = rng.exponential(size=carriers)
        hit = free >= to_wall
        length = np.minimum(free, to_wall)
        if k == 0:
            first = ux * length
        else:
            later += ux * length
        top = mu > 0
        z = np.where(hit, np.where(top, kappa, 0.0), z + mu * length)
        z = np.clip(z, 0.0, kappa)
        # diffuse wall: cosine-law emission; bulk collision: isotropic
        emitted = np.sqrt(1 - rng.random(carriers))
        isotropic = 2 * rng.random(carriers) - 1
        mu = np.where(hit, np.where(top, -emitted, emitted), isotropic)
        angle = 2 * np.pi * rng.random(carriers)
        ux = np.sqrt(np.maximum(0.0, 1 - mu**2)) * np.cos(angle)
    total = 3 * ux_start * (first + later)
    tail = 3 * ux_start * later
    root = np.sqrt(carriers)
    return (total.mean(), total.std() / root, tail.mean(), tail.std() / root)


def angular_parts(kappa):
    # contributions of mu < kappa (grazing) and mu > kappa (steep)
    grazing = quad(lambda u: 1.5 * kappa * (1 - (kappa * u)**2)
                   * thickness_average(1 / u), 0, 1, epsabs=1e-15)[0]
    steep = quad(lambda s: 1.5 * np.exp(s) * (1 - np.exp(2 * s))
                 * thickness_average(kappa * np.exp(-s)),
                 np.log(kappa), 0, epsabs=1e-15, limit=200)[0]
    return grazing, steep


def leading_deficit(log_inverse):
    x = mp.exp(-mp.mpf(log_inverse))
    return float(1 - expansion_terms(x)[0] / ratio_closed(x))


# Worked example: round model parameters
free_path_nm = 100.0
thickness_nm = 10.0
bulk_k = 100.0
kappa = thickness_nm / free_path_nm
exact = float(ratio_closed(kappa))
e = exponential_integrals(kappa)

# Independent evaluations of the ratio
gauss = {n: ratio_gauss(kappa, n) for n in (4, 8, 16, 32, 64)}
assert abs(gauss[64] - exact) < 1e-6
boltzmann = ratio_boltzmann(kappa)
assert abs(boltzmann - exact) < 1e-6
standard = quad(lambda t: (t**-3 - t**-5) * -np.expm1(-kappa * t),
                1, np.inf, epsabs=1e-12, limit=300)[0]
assert abs(1 - 1.5 / kappa * standard - exact) < 1e-7
mc, mc_err, tail, tail_err = random_flights(kappa)
assert mc_err < 0.002
assert abs(mc - exact) < 5 * mc_err    # five standard errors
assert abs(tail) < 5 * tail_err        # later flights average to zero
for other in (0.5, 2.0):
    assert abs(ratio_boltzmann(other) - float(ratio_closed(other))) < 1e-6

# Expansion coefficients, each isolated at a small thickness ratio
small = mp.mpf('1e-4')
small_f = ratio_closed(small)
small_terms = expansion_terms(small)
assert abs((small_f - sum(small_terms[:2])) / small**2 - 0.5) < 1e-3
cubic = (small_f - sum(small_terms[:3])) / small**3
assert abs(cubic - small_terms[3] / small**3) < 1e-5
quartic = (small_f - sum(small_terms)) / small**4
assert abs(quartic + mp.mpf(1) / 120) < 1e-5

# Angular origin of the logarithm
grazing, steep = angular_parts(kappa)
assert abs(grazing + steep - exact) < 1e-9
g1, s1 = angular_parts(1e-3)
g2, s2 = angular_parts(1e-5)
grazing_change = g2 / 1e-5 - g1 / 1e-3
steep_change = s2 / 1e-5 - s1 / 1e-3
log_prediction = 0.75 * np.log(100)
assert abs(grazing_change) < 1e-3
assert abs(steep_change - log_prediction) < 2e-3

# Leading logarithm: always low, with a deficit that shrinks with thickness
grid = np.linspace(0.1, 60, 300)
deficits = np.array([leading_deficit(v) for v in grid])
assert np.all(deficits > 0) and np.all(np.diff(deficits) < 0)
constant = float(1 - mp.euler)
thresholds = {}
for target in (0.10, 0.01):
    root = brentq(lambda v: leading_deficit(v) - target, 0.1, 60)
    thresholds[target] = (root, constant * (1 / target - 1))
assert abs(thresholds[0.01][0] - thresholds[0.01][1]) < 1e-6
assert abs(thresholds[0.10][0] / thresholds[0.10][1] - 1) < 0.05

terms = [float(v) for v in expansion_terms(kappa)]
sums = np.cumsum(terms)
errors = 100 * (sums / exact - 1)
assert np.all(np.diff(np.abs(errors)) < 0)

print(f"free path = {free_path_nm:.1f} nm")
print(f"film thickness = {thickness_nm:.1f} nm")
print(f"thickness ratio kappa = {kappa:.3f} (dimensionless)")
print(f"bulk conductivity = {bulk_k:.1f} W/(m K)")
print(f"ln(1/kappa) = {-np.log(kappa):.6f} (dimensionless)")
print(f"1 - gamma = {constant:.6f} (dimensionless)")
for n in (1, 3, 5):
    print(f"E{n}(kappa) = {float(e[n]):.8f} (dimensionless)")
print(f"-3/(8 kappa) = {-3 / (8 * kappa):.6f} (dimensionless)")
bracket = float(3 / (2 * mp.mpf(kappa)) * (e[3] - e[5]))
print(f"3/(2 kappa) (E3-E5) = {bracket:.8f} (dimensionless)")
print(f"F, closed form = {exact:.8f} (dimensionless)")
for n, value in gauss.items():
    print(f"F, Gauss {n} nodes = {value:.8f}, error {value - exact:.1e}")
print(f"F, Boltzmann finite differences = {boltzmann:.8f}")
print(f"F, random flights = {mc:.5f} +/- {mc_err:.5f} (1 std error)")
print(f"later flights' part = {tail:.5f} +/- {tail_err:.5f}")
print(f"thick-film formula 1-3/(8 kappa) = {1 - 3 / (8 * kappa):.4f}")
print(f"part of F from mu < kappa = {grazing:.6f} (dimensionless)")
print(f"part of F from mu > kappa = {steep:.6f} (dimensionless)")
print(f"share of F from mu < kappa = {100 * grazing / exact:.2f} %")
weight = 1.5 * (kappa - kappa**3 / 3)
print(f"bulk share from mu < kappa = {100 * weight:.2f} %")
print("change of part/kappa, kappa from 1e-3 to 1e-5:")
print(f"  mu < kappa: {grazing_change:.5f}; mu > kappa: {steep_change:.5f}")
print(f"  (3/4) ln(100) = {log_prediction:.5f}")
names = ["leading log A1", "with constant A2", "plus kappa^2", "plus kappa^3"]
for name, term, value, error in zip(names, terms, sums, errors):
    print(f"{name}: term {term:.8f}, sum {value:.8f}, error {error:.4f} %")
print(f"next term -kappa^4/120 = {-kappa**4 / 120:.3e} (dimensionless)")
print(f"F minus four-term sum = {exact - sums[3]:.3e} (dimensionless)")
estimate = 100 * constant / (-np.log(kappa) + constant)
print(f"A1 deficit from the error law = {estimate:.3f} %")
print(f"film conductivity, F = {bulk_k * exact:.3f} W/(m K)")
print(f"film conductivity, A1 = {bulk_k * sums[0]:.3f} W/(m K)")
print(f"film conductivity, A2 = {bulk_k * sums[1]:.3f} W/(m K)")
for target, (root, simple) in thresholds.items():
    print(f"A1 low by {100 * target:.0f} %: ln(1/kappa) = {root:.4f}, "
          f"error law {simple:.4f}")
    print(f"  kappa = {np.exp(-root):.4e}, "
          f"thickness = {free_path_nm * np.exp(-root):.4e} nm")
print("all tests passed")
```

Output:

```
free path = 100.0 nm
film thickness = 10.0 nm
thickness ratio kappa = 0.100 (dimensionless)
bulk conductivity = 100.0 W/(m K)
ln(1/kappa) = 2.302585 (dimensionless)
1 - gamma = 0.422784 (dimensionless)
E1(kappa) = 1.82292396 (dimensionless)
E3(kappa) = 0.41629146 (dimensionless)
E5(kappa) = 0.21901595 (dimensionless)
-3/(8 kappa) = -3.750000 (dimensionless)
3/(2 kappa) (E3-E5) = 2.95913259 (dimensionless)
F, closed form = 0.20913259 (dimensionless)
F, Gauss 4 nodes = 0.20287061, error -6.3e-03
F, Gauss 8 nodes = 0.20959163, error 4.6e-04
F, Gauss 16 nodes = 0.20912806, error -4.5e-06
F, Gauss 32 nodes = 0.20913260, error 1.5e-08
F, Gauss 64 nodes = 0.20913258, error -2.2e-11
F, Boltzmann finite differences = 0.20913258
F, random flights = 0.20939 +/- 0.00069 (1 std error)
later flights' part = 0.00009 +/- 0.00046
thick-film formula 1-3/(8 kappa) = -2.7500
part of F from mu < kappa = 0.091223 (dimensionless)
part of F from mu > kappa = 0.117909 (dimensionless)
share of F from mu < kappa = 43.62 %
bulk share from mu < kappa = 14.95 %
change of part/kappa, kappa from 1e-3 to 1e-5:
  mu < kappa: 0.00000; mu > kappa: 3.45338
  (3/4) ln(100) = 3.45388
leading log A1: term 0.17269388, sum 0.17269388, error -17.4237 %
with constant A2: term 0.03170883, sum 0.20440271, error -2.2617 %
plus kappa^2: term 0.00500000, sum 0.20940271, error 0.1292 %
plus kappa^3: term -0.00026929, sum 0.20913341, error 0.0004 %
next term -kappa^4/120 = -8.333e-07 (dimensionless)
F minus four-term sum = -8.282e-07 (dimensionless)
A1 deficit from the error law = 15.513 %
film conductivity, F = 20.913 W/(m K)
film conductivity, A1 = 17.269 W/(m K)
film conductivity, A2 = 20.440 W/(m K)
A1 low by 10 %: ln(1/kappa) = 3.9221, error law 3.8051
  kappa = 1.9799e-02, thickness = 1.9799e+00 nm
A1 low by 1 %: ln(1/kappa) = 41.8556, error law 41.8556
  kappa = 6.6424e-19, thickness = 6.6424e-17 nm
all tests passed
```
